# Why silicon-dot spins relax fast when Zeeman and valley splittings coincide

**Two levels, one of which decays**

Take an electron in the lowest orbital of a silicon quantum dot. It has two valley states, $v_-$ and $v_+$, separated by the valley splitting $E_v$, and a magnetic field splits each by the Zeeman energy $E_z$. The ground state is $g=(v_-,\downarrow)$. We ask how long an electron prepared in $a=(v_-,\uparrow)$ takes to reach it.

Phonons move charge but do not turn spins, so by itself $a$ cannot decay to $g$. The state $b=(v_+,\downarrow)$ can: its spin already points the right way, and a phonon can carry off the valley energy at some rate $\Gamma$.

Now set $E_z=E_v$. Then $a$ and $b$ have equal energy, and a small matrix element $c$ between them, taken real and positive, makes the eigenstates $(a\pm b)/\sqrt2$, separated by $2c$. Each is half $b$. If $\Gamma\ll c$, each therefore decays at $\Gamma/2$. The spin has borrowed half the decay rate of the valley, however small $c$ is in absolute terms, provided it exceeds $\Gamma$ sufficiently.

This case already shows what the hot spot needs: equal energies, a mixing element, and a fast decay of the upper valley. If $c=0$, coincidence of the levels does nothing.

**Any detuning and any decay rate**

In the algebra $\hbar=m_e=e=1$, so rates and energies share a unit. The energies of $a$ and $b$ above $g$ are $E_z$ and $E_v$; let $\delta=E_z-E_v$. Assume that temperature is low enough to forbid upward transitions, and that $\Gamma$ is constant across the resonance. The density matrix obeys

$$\dot\rho_{aa}=-2c\,\mathrm{Im}\,\rho_{ab},\qquad \dot\rho_{bb}=2c\,\mathrm{Im}\,\rho_{ab}-\Gamma\rho_{bb},$$
$$\dot\rho_{ab}=-(i\delta+\Gamma/2)\rho_{ab}+ic(\rho_{aa}-\rho_{bb}).$$

The coherence decays at $\Gamma/2$ because only one of its two states is lossy.

The mean time to reach $g$ is the total time spent in $a$ and $b$. Define $A=\int_0^\infty\rho_{aa}dt$, $B=\int_0^\infty\rho_{bb}dt$ and $X=\int_0^\infty\rho_{ab}dt$. Initially $\rho_{aa}=1$ and the other two elements vanish; for $c,\Gamma>0$ all three vanish at late times. Integrating the equations gives

$$-1=-2c\,\mathrm{Im}X,\qquad 0=2c\,\mathrm{Im}X-\Gamma B,$$
$$0=-(i\delta+\Gamma/2)X+ic(A-B).$$

The first two yield $\mathrm{Im}X=1/(2c)$ and $B=1/\Gamma$. The third yields

$$X=\frac{ic(A-B)}{\Gamma/2+i\delta},\qquad \mathrm{Im}X=\frac{c(A-B)\,\Gamma/2}{\delta^2+\Gamma^2/4}.$$

Equating the two expressions for $\mathrm{Im}X$,

$$A-B=\frac{\delta^2+\Gamma^2/4}{c^2\Gamma}.$$

The mean time is $A+B=(A-B)+2B$, and its inverse is the spin relaxation rate

$$\boxed{\Gamma_s=\frac{\Gamma c^2}{\delta^2+2c^2+\Gamma^2/4}}.$$

Direct propagation of the master equation in time was tested against this law at $(c/\Gamma,\delta/\Gamma)=(0.1,0),(0.1,0.4),(0.5,1),(3,0),(3,4)$; the mean times agreed within one part in a million.

The definition matters. $A+B$ is the time to reach the ground state. The time with spin up is $A$ alone, shorter by $1/\Gamma$. At strongly mixed resonance $A\approx B$, so the two measures differ by a factor of two.

**When the peak is not half the valley rate**

At $\delta=0$ there are two limits:

$$\Gamma_s\to\frac{\Gamma}{2}\quad(2c^2\gg\Gamma^2/4),\qquad \Gamma_s\to\frac{4c^2}{\Gamma}\quad(2c^2\ll\Gamma^2/4).$$

In the second limit faster valley decay slows the spin. The amplitudes $\psi_a,\psi_b$ before a phonon is emitted show why. They obey $\dot\psi_a=-ic\psi_b$ and $\dot\psi_b=-ic\psi_a-\Gamma\psi_b/2$. Differentiating the first and inserting the second,

$$\ddot\psi_a+\frac{\Gamma}{2}\dot\psi_a+c^2\psi_a=0.$$

This is a damped oscillator. With $\psi_a\propto e^{-\lambda t}$,

$$\lambda=\frac{\Gamma}{4}\pm\sqrt{\frac{\Gamma^2}{16}-c^2}.$$

For $c>\Gamma/4$ the electron swings between $a$ and $b$, and both populations decay at $2\,\mathrm{Re}\lambda=\Gamma/2$. For $c<\Gamma/4$ the motion is overdamped. When $c\ll\Gamma$, $b$ empties before much amplitude can build up in it, and the slower population decay rate tends to $4c^2/\Gamma$. At fixed $c$, setting the derivative of $\Gamma/(2c^2+\Gamma^2/4)$ to zero gives the largest peak at $\Gamma=2\sqrt2\,c$, where $\Gamma_s=c/\sqrt2$.

The half width at half maximum is $\sqrt{2c^2+\Gamma^2/4}$, and the far wings are $\Gamma c^2/\delta^2$.

**Why the valley states have a dipole**

In the model below, both $c$ and $\Gamma$ depend on the dipole between the valley states. The two valleys lie at $\pm k_0$ along the growth axis $z$, and the interface couples them with a phase that depends on its height. If the interface is tilted along $x$ by an angle $\theta$, the phase is $\kappa x$ with $\kappa=2k_0\tan\theta$. For motion along $x$ take

$$H_0=\frac{p^2}{2m}+\frac{m\omega_0^2x^2}{2}+V(\cos\kappa x\,\tau_x+\sin\kappa x\,\tau_y),$$

where $\tau_x,\tau_y$ are Pauli matrices in valley space. Let $l^2=1/(m\omega_0)$ and work to leading order in $V/\omega_0$. The oscillator ground density is $e^{-x^2/l^2}/(\sqrt\pi\,l)$, so

$$\langle\cos\kappa x\rangle=e^{-\kappa^2l^2/4},\qquad\langle\sin\kappa x\rangle=0.$$

The valley states are then the eigenstates $|\pm\rangle$ of $\tau_x$, with splitting

$$E_v=2Ve^{-\kappa^2l^2/4}.$$

At this order they have the same charge distribution and no dipole between them. The sine term changes that by mixing in the first excited orbital with the valley flipped. Since $\phi_1=\sqrt2(x/l)\phi_0$,

$$\langle1|\sin\kappa x|0\rangle=\frac{\sqrt2}{l}\left(-\frac{d}{d\kappa}\langle\cos\kappa x\rangle\right)=\frac{\kappa l}{\sqrt2}e^{-\kappa^2l^2/4}.$$

The admixture has magnitude $V/\omega_0$ times this element. Position connects the orbitals through $\langle0|x|1\rangle=l/\sqrt2$. The admixtures in $v_+$ and in $v_-$ contribute equally and with the same sign, because both contain $\langle-|\tau_y|+\rangle$, of magnitude one. Writing $d=|\langle v_-|x|v_+\rangle|$,

$$d=2\,\frac{V}{\omega_0}\,\frac{\kappa l}{\sqrt2}e^{-\kappa^2l^2/4}\,\frac{l}{\sqrt2}=\frac{\kappa l^2E_v}{2\omega_0}.$$

A flat interface, $\kappa=0$, gives $d=0$. In this model the tilt is what allows an electric disturbance to change the valley state.

**How spin-orbit coupling uses the dipole**

Add $\alpha p\,\sigma_n$, where $\sigma_n$ is the spin component along an axis $n$ and $\alpha$ is assumed not to depend on the valley. The potential commutes with $x$, so $[x,H_0]=ip/m$. Its expectation value in any bound eigenstate is zero, hence $\langle v_-|p|v_-\rangle=0$: to first order there is no spin flip within one valley state. Between the valleys,

$$\frac{i}{m}\langle v_-|p|v_+\rangle=\langle v_-|(xH_0-H_0x)|v_+\rangle=E_v\langle v_-|x|v_+\rangle,$$

so the momentum element has magnitude $mE_vd$. If the field makes an angle $\vartheta$ with $n$, the spin-flipping part of $\sigma_n$ has magnitude $\sin\vartheta$. Thus

$$c=\alpha mE_vd\sin\vartheta.$$

A field along $n$ removes the mixing and with it the hot spot.

**How phonons use the dipole**

A displacement field $\mathbf u$ strains the crystal and shifts the electron energy by $\Xi_d\nabla\!\cdot\!\mathbf u+\Xi_u\partial_zu_z$, equally in both $z$ valleys. For a phonon of wavevector $\mathbf q$, frequency $\omega=vq$ and polarization $\mathbf e$, in a crystal of volume $\Omega$ and density $\rho_m$, the emission element has magnitude

$$\frac{qD}{\sqrt{2\rho_m\Omega\omega}}\,|\langle v_-|e^{-i\mathbf q\cdot\mathbf r}|v_+\rangle|,\qquad D=\Xi_d\,\mathbf e\!\cdot\!\hat{\mathbf q}+\Xi_ue_z\hat q_z.$$

For wavelengths long compared with the dot, expand the exponential. The constant term vanishes by orthogonality, leaving $|q_x|d$. The golden rule for released energy $E$, with $\sum_{\mathbf q}\to\Omega\int q^2dq\,d\hat{\mathbf q}/(2\pi)^3$, gives for each branch

$$\Gamma=\frac{2\pi}{(2\pi)^3}\int\!q^2dq\,d\hat{\mathbf q}\,\frac{q^4D^2\hat q_x^2d^2}{2\rho_mvq}\,\delta(E-vq)=\frac{E^5d^2}{8\pi^2\rho_mv^7}\int\!D^2\hat q_x^2\,d\hat{\mathbf q}.$$

Let $\mu=\hat q_z$. The azimuthal integral of $\hat q_x^2$ is $\pi(1-\mu^2)$. For longitudinal waves $D=\Xi_d+\Xi_u\mu^2$, and the integrals over $\mu$ of $(1-\mu^2)$ times $1,\mu^2,\mu^4$ are $4/3$, $4/15$, $4/35$. Of the two transverse polarizations, only the one in the plane of $\mathbf q$ and $z$ couples, with $D^2=\Xi_u^2\mu^2(1-\mu^2)$, and $\int\mu^2(1-\mu^2)^2d\mu=16/105$. Therefore

$$\Gamma=\frac{E^5d^2}{8\pi\rho_m}\left[\frac{\frac43\Xi_d^2+\frac8{15}\Xi_d\Xi_u+\frac4{35}\Xi_u^2}{v_l^7}+\frac{\frac{16}{105}\Xi_u^2}{v_t^7}\right].$$

Near coincidence $E=E_z\approx E_v$. In ordinary units the prefactor acquires $1/\hbar^6$.

**Numbers for one dot**

Take rough values for a gate-defined silicon dot: $m=0.19$, $\omega_0=4\times10^{-3}$ eV, $2V=5\times10^{-4}$ eV, $\kappa=0.15$ nm$^{-1}$, $\alpha=2\times10^{-5}$ eV nm, and the field perpendicular to $n$ and in the plane of the interface, so that its orbital effect is neglected (a field along $z$ would also squeeze the dot and move the coincidence by about 0.02 T). Then $l=10.0$ nm and

$$E_v\approx5\times10^{-4}\,e^{-(1.50)^2/4}\approx2.85\times10^{-4}\ \text{eV},$$
$$d\approx\frac{0.15\times(10.0)^2\times2.85\times10^{-4}}{2\times4\times10^{-3}}\approx0.53\ \text{nm}.$$

Diagonalizing $H_0$ gives $2.84\times10^{-4}$ eV and 0.534 nm. With $g=2$, coincidence falls at 2.45 T. Since $\hbar^2/m=\omega_0l^2\approx0.401$ eV nm$^2$,

$$c\approx\frac{2\times10^{-5}\times2.84\times10^{-4}\times0.534}{0.401}\approx7.6\times10^{-9}\ \text{eV}.$$

The full spin-valley-orbital model has a minimum gap of $1.51\times10^{-8}$ eV, which is $2c$. Turning the field to $30^\circ$ from $n$ halves the gap. In tests with a field along $n$, and separately with a flat interface, it fell below a thousandth of its original value.

With sound speeds 9000 and 5400 m/s, density 2330 kg/m$^3$, $\Xi_d=1$ eV and $\Xi_u=9$ eV, the valley decay rate is $1.7\times10^6$ s$^{-1}$. Longitudinal phonons supply 3% of it, because the factor $(5400/9000)^7\approx0.028$ suppresses them.

The valley level width is $\hbar\Gamma=1.1\times10^{-9}$ eV, so $4c/(\hbar\Gamma)\approx27$: the dot is well inside the oscillating regime. The peak spin rate is $8.4\times10^5$ s$^{-1}$, or 0.499 of the valley rate, and the mean relaxation time is 1.2 µs. The half width is $1.1\times10^{-8}$ eV, or 0.09 mT. At a detuning of $10^{-6}$ eV, still less than half a percent of $E_v$, the closed law has fallen to about 100 s$^{-1}$.

The regime can change. If only $V$ is raised, $d\propto E_v$, so $c\propto E_v^2$ while $\Gamma\propto E_v^7$, and $4c/\Gamma\propto E_v^{-5}$. A splitting larger by $27^{1/5}\approx1.9$ would bring this dot to the critical point, if the dipole limit still held there.

**Away from the peak, other orbitals join in**

Far from coincidence the ground state must be dressed too, and all excited states $n$ of $H_0$ contribute. Let $E_n$ be their energies above $v_-$, and $x_{0n}$ the position elements between $v_-$ and $n$. The commutator gives $p_{n0}=imE_nx_{n0}$ and $p_{0n}=-imE_nx_{0n}$. With $s=\langle\downarrow|\sigma_n|\uparrow\rangle$, where the subscript of $\sigma$ still denotes the spin axis and not a summed state, first-order perturbation theory gives the spin-flip dipole

$$d_s=\alpha s\sum_n\left[\frac{x_{0n}p_{n0}}{E_z-E_n}-\frac{p_{0n}x_{n0}}{E_z+E_n}\right]=i\alpha sm\sum_n|x_{0n}|^2E_n\frac{2E_z}{E_z^2-E_n^2}.$$

The first term dresses the initial state, the second the final one. At small $E_z$ they nearly cancel and $d_s\propto E_z$; phonon emission then gives a rate proportional to $E_z^5E_z^2=E_z^7$, as long as $E_z$ stays well above the thermal energy. In the full model, doubling $E_z$ from 2% to 4% of $E_v$ doubles the dipole, as this requires.

Near coincidence the valley term has magnitude $\alpha m|s|\,d^2E_v/|\delta|=cd/|\delta|$, which reproduces the wings of the boxed law. The first orbital excitation, with $|x_{0n}|^2\approx l^2/2$ and $E_n\approx\omega_0\gg E_z$, contributes about $-l^2E_z/\omega_0$ to the sum. The two are equal in size at

$$|\delta|\approx\frac{d^2\omega_0}{l^2}\approx\frac{(0.534)^2\times4\times10^{-3}}{(10.0)^2}\approx1.1\times10^{-5}\ \text{eV}.$$

Below coincidence both terms are negative and add. Above it the valley term changes sign and they oppose each other. At $\delta=-10^{-5}$ eV the full model gives 2.5 s$^{-1}$ against 0.8 from the closed law with $\Gamma$ evaluated at $E=E_z$; at $+10^{-5}$ eV it gives 0.04 against 1.1. The cancellation is complete at $\delta=1.2\times10^{-5}$ eV, a cold spot just above the hot spot. This zero belongs to the one-axis model in the dipole limit. Spin-orbit coupling through $p_y$ adds a spin-flip dipole along $y$, unless the field lies along the spin axis of that term. In the azimuthal average the rate from this dipole adds to that of the $x$ dipole without interference, so it fills the dip.

The boxed law is therefore a law of the peak and its near wings. Here it agrees with the full model within 2% at $|\delta|=10^{-7}$ eV. At $|\delta|=10^{-6}$ eV the full rate is 16% above the law's value below coincidence and 15% below it above coincidence.

**What a real dot changes**

Valley splittings of order $10^{-4}$ eV and orbital spacings of order $10^{-3}$ eV have been measured in silicon dots, and relaxation peaks at the valley coincidence have been seen in them. The values of $V$, $\kappa$ and $\alpha$ are all uncertain: interfaces are stepped and disordered, not uniformly tilted, and all three quantities vary between devices. Spin-orbit coupling in silicon can also depend on the valley; the commutator then no longer fixes $c$, and the boxed law needs it as a separate input. The difference can be large. In this model a term $\alpha p\,\tau_x\sigma_n$ of the same strength, with the field perpendicular to $n$, gives $c=\alpha\kappa E_v/(2\omega_0)$. This exceeds $\alpha mE_vd$ by $\omega_0/E_v\approx14$ and grows as $E_v$ rather than $E_v^2$, so the value of $c$, the width and the scaling of $4c/\Gamma$ found above hold only for a valley-independent $\alpha$. With $\alpha$ the same in both valleys, at fixed $E_v$ and strong mixing, the peak scales as $d^2$, while the near wings scale as $\Gamma c^2\propto d^4$. Doubling the dipole thus raises them by factors of 4 and 16. For a steady valley splitting the peak is insensitive to $\alpha$ as long as mixing stays strong; the wings follow $\alpha^2$.

One assumption that matters at the peak is a steady valley splitting. An assumed slow Gaussian jitter of $10^{-8}$ eV rms, comparable with the half width, lowers the peak. The rate averaged over the jitter falls to 0.68 of its sharp value. The inverse of the averaged mean time, obtained by replacing $\delta^2$ in the boxed law with the variance of the jitter, falls to 0.53. A field sweep with steps much coarser than 0.1 mT could miss the summit and record the wings.

Other corrections are smaller at the peak. For a round dot of negligible thickness, keeping the full phonon wave instead of the dipole limit multiplies the valley rate by 0.83. Taking $\Xi_d=5$ eV instead of 1 eV multiplies it by 1.11. Voltage noise from a resistance $R$, acting as a uniform field across a length $L$, has emission spectrum $2R\omega$ at low temperature and adds a valley decay rate $2d^2\omega R/L^2$. For 50 ohm and 100 nm this is 18% of the phonon rate at $E_v$. Noise emission grows as $E$ and phonon emission as $E^5$, so for the same dipole their ratio varies as $E^{-4}$. Below about $0.18^{1/4}E_v\approx0.65E_v$ this resistor would outweigh the phonons, and at small $E_z$ the spin rate would fall as $E_z^3$ instead of $E_z^7$, as long as $E_z$ stays well above the thermal energy.

At 0.1 K thermal phonons at $E_v$ are negligible; at 1 K their occupation is 0.04, and upward transitions begin to matter at that level. Phonon transitions between the two mixed states are also negligible at the peak, since their rate falls as the fourth power of the tiny spacing when, as here, that spacing is far below the thermal energy. Even an assumed 2 nm difference between the mean positions of $v_+$ and $v_-$ gives them about $2\times10^{-18}$ of the peak rate at 0.1 K. The 50 ohm resistor, acting on the same difference, drives these transitions at about 4% of the peak rate; this matters little at strong mixing, because both mixed states decay at $\Gamma/2$.

For a spin qubit that must keep its state, these results favour a field well below the coincidence $E_z=E_v$, or one along $n$ where the device has a single such axis. Going far above the coincidence does not help, because the orbital contribution and the phonon emission both grow with $E_z$. For fast reset the coincidence is useful, but once $c$ well exceeds both $\Gamma$ and any jitter of the valley splitting, stronger spin-orbit coupling brings little more speed: the valley decay sets the limit. The numerical output lists the values used here.

## Calculated quantities

```
Transverse mass: 0.19 electron masses
Orbital spacing: 0.004 eV
Local valley splitting 2V: 0.0005 eV
Valley phase gradient: 0.15 1/nm
Spin-orbit strength: 2e-05 eV nm
g factor: 2
Mass density: 2330 kg/m3
Longitudinal sound speed: 9000 m/s
Transverse sound speed: 5400 m/s
Dilation potential: 1 eV
Uniaxial potential: 9 eV
Dot length: 10.01 nm
Valley splitting, diagonalized: 0.0002837 eV
Valley splitting, leading order: 0.0002845 eV
Valley dipole, diagonalized: 0.5342 nm
Valley dipole, leading order: 0.5348 nm
Mixing element c: 7.558e-09 eV
Minimum gap, full model: 1.512e-08 eV
Gap ratio, field at 30 degrees: 0.5
Hot-spot field: 2.451 T
Valley decay rate: 1.683e+06 1/s
Valley level width hbar*Gamma: 1.108e-09 eV
Ratio 4c/(hbar*Gamma): 27.28
Peak spin relaxation rate: 8.395e+05 1/s
Peak mean relaxation time: 1.191e-06 s
Peak rate / valley rate: 0.4987
Half width at half maximum: 1.07e-08 eV
Same half width in field: 9.245e-05 T
Detuning (eV), closed law (1/s), full model (1/s):
   -1.0e-05      0.8037       2.503
   -1.0e-06       94.48         110
   -1.0e-07        9491        9644
    0.0e+00   8.395e+05   8.417e+05
    1.0e-07        9525        9374
    1.0e-06       97.87       82.89
    1.0e-05       1.144      0.0358
Equal valley and orbital terms, detuning: -1.261e-05 eV
Cold spot, detuning: 1.206e-05 eV
Low-field dipole ratio on doubling E_z: 2
Box mode sum / phonon formula: 1.007
Longitudinal share of phonon rate: 0.0337
Rate ratio, dilation potential 5 eV vs example: 1.11
Finite-wavelength rate / dipole rate: 0.83
Gate resistor: 50 ohm
Gate length for noise field: 100 nm
Resistor-noise rate / phonon rate: 0.178
Phonon occupation at E_v, 0.1 K: 5.04e-15
Phonon occupation at E_v, 1.0 K: 0.0386
Assumed rms jitter of valley splitting: 1e-08 eV
Jitter-averaged peak / sharp peak: 0.677
Assumed diagonal dipole difference: 2 nm
Pair-transition rate / peak rate, 0.1 K: 1.7e-18
```
